**Landau renormalization of the Zeeman splitting in a superconducting aluminum film**

The program tests \(h_{\rm eff}=h-FP\), where \(h=\mu_BB\) is the bare half-splitting, \(F\) the antisymmetric Landau parameter and \(P=(n_\uparrow-n_\downarrow)/(2N_0)\) the spin polarization in energy units. It asserts that the polarization integral agrees with Bogoliubov diagonalization, that the gap solution satisfies a Matsubara sum, and that the grand potential is stationary at the solution. It also asserts the normal-state and weak-field limits, the single gap solution at each listed temperature, and the low-temperature critical field found by crossing free energies. Exact diagonalization of a four-site attractive Hubbard chain gives the bare splitting when spin is conserved and a different one with spin-orbit hopping. For \(F=0.2\) and 3 T, the effective field falls from 3.000 T at 0.3 K to 2.501 T just below the transition at 2.229 K. Usadel equations show that orbital depairing alone leaves the peak separation unchanged within the energy grid, while the chosen spin-orbit scattering lowers the zero-temperature effective field to 2.950 T. The material parameters are rough values, and the outputs are model results rather than measurements.

## Numerical verification

```python
"""Zeeman splitting of quasiparticles in a thin superconducting aluminum film.

Result under test: h_eff = h - F*P, where
  h      bare half-splitting mu_B*B (meV),  h_eff  half-splitting in the film,
  F      l=0 antisymmetric Landau parameter,
  P      (n_up-n_down)/(2*N0), N0 = density of states per spin (P in meV).
Normal state: P = h_eff, so h_eff = h/(1+F).  Singlet superconductor at
T -> 0 with h below the gap: P = 0, so h_eff = h.
Grand potentials are divided by N0 (unit meV^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import digamma, expit

KB = const.k / const.e * 1e3                                  # meV/K
MUB = const.physical_constants["Bohr magneton in eV/T"][0] * 1e3  # meV/T

# Rough values for an aluminum film a few nanometres thick
TC0 = 2.5            # K, zero-field transition temperature
F = 0.2              # antisymmetric Landau parameter
B = 3.0              # T, parallel field
THICK = 3e-9         # m
DIFF = 5e-4          # m^2/s
SO = 0.1             # triplet relaxation energy / zero-temperature gap
DEBYE = 430.0        # K
GAP0 = np.pi * np.exp(-np.euler_gamma) * KB * TC0
H = MUB * B


def xi_grid(gap, heff, kt):
    return np.linspace(0.0, gap + abs(heff) + 45 * kt, 4001)


def polarization(gap, heff, kt):
    xi = xi_grid(gap, heff, kt)
    e = np.sqrt(xi**2 + gap**2)
    return trapezoid(expit(-(e - heff) / kt) - expit(-(e + heff) / kt), xi)


def effective_h(gap, h, kt, f=F):
    return brentq(lambda x: x - h + f * polarization(gap, x, kt),
                  0.0, h * 1.0001, xtol=1e-13)


def gap_residual(gap, h, kt):
    """Zero at a self-consistent gap; xi = gap*sinh(u) removes the 1/E peak."""
    heff = effective_h(gap, h, kt)
    u = np.linspace(0, np.arcsinh((gap + heff + 45 * kt) / gap), 4001)
    e = gap * np.cosh(u)
    occ = expit(-(e - heff) / kt) + expit(-(e + heff) / kt)
    return np.log(GAP0 / gap) - trapezoid(occ, u)


def solve_state(h, kt):
    gap = brentq(gap_residual, 1e-3 * GAP0, 1.001 * GAP0,
                 args=(h, kt), xtol=1e-12)
    return gap, effective_h(gap, h, kt)


def grand_potential(gap, heff, h, kt):
    xi = xi_grid(gap, heff, kt)
    e = np.sqrt(xi**2 + gap**2)
    logs = (np.logaddexp(0, -(e - heff) / kt)
            + np.logaddexp(0, -(e + heff) / kt))
    cond = gap**2 * (np.log(gap / GAP0) - 0.5) if gap > 0 else 0.0
    return cond - 2 * kt * trapezoid(logs, xi) - (h - heff)**2 / F


# --- Exact diagonalization: attractive Hubbard chain, four sites -----------
def chain_levels(field, spin_orbit):
    """Lowest energy with 4 electrons; two lowest energies with 5."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for m in range(8):
        op = np.eye(1)
        for k in range(8):
            op = np.kron(op, sign if k < m else lower if k == m else np.eye(2))
        ops.append(op)
    num = [c.T @ c for c in ops]
    ham = np.zeros((256, 256))
    for j in range(4):
        up, dn = 2 * j, 2 * j + 1
        ham += -4.0 * num[up] @ num[dn] - field * (num[up] - num[dn])
        if j < 3:
            hop = -ops[up].T @ ops[up + 2] - ops[dn].T @ ops[dn + 2]
            hop += spin_orbit * (ops[up].T @ ops[dn + 2]
                                 - ops[dn].T @ ops[up + 2])
            ham += hop + hop.T
    count = np.rint(np.diag(sum(num))).astype(int)
    i4, i5 = np.where(count == 4)[0], np.where(count == 5)[0]
    return (np.linalg.eigvalsh(ham[np.ix_(i4, i4)])[0],
            np.linalg.eigvalsh(ham[np.ix_(i5, i5)])[:2])


small = 0.02
e4_zero, _ = chain_levels(0.0, 0.0)
e4_field, e5 = chain_levels(small, 0.0)
ratio_singlet = (e5[1] - e5[0]) / (2 * small)
_, e5_so = chain_levels(small, 0.5)
ratio_so = (e5_so[1] - e5_so[0]) / (2 * small)
assert abs(e4_field - e4_zero) < 1e-10
assert abs(ratio_singlet - 1) < 1e-9
assert abs(ratio_so - 1) > 0.02

# --- Polarization and its limits -------------------------------------------
kt_test = KB * 1.5
gap_t, heff_t = solve_state(H, kt_test)
x = np.linspace(-12, 12, 24001)
bdg = np.zeros((x.size, 2, 2))
bdg[:, 0, 0], bdg[:, 1, 1] = x - heff_t, -x - heff_t
bdg[:, 0, 1] = bdg[:, 1, 0] = gap_t
val, vec = np.linalg.eigh(bdg)
occ = expit(-val / kt_test)
n_up = np.sum(vec[:, 0, :]**2 * occ, axis=1)
n_dn = 1 - np.sum(vec[:, 1, :]**2 * occ, axis=1)
assert abs(0.5 * trapezoid(n_up - n_dn, x)
           - polarization(gap_t, heff_t, kt_test)) < 1e-7

H_NORMAL = H / (1 + F)
assert abs(effective_h(0.0, H, kt_test) - H_NORMAL) < 1e-7
cold = 0.002
assert polarization(GAP0, 0.8 * GAP0, cold) < 1e-10
assert abs(polarization(GAP0, 1.3 * GAP0, cold)
           / (GAP0 * np.sqrt(1.3**2 - 1)) - 1) < 1e-3
yosida = quad(lambda s: 0.5 / kt_test
              / np.cosh(np.hypot(s, gap_t) / (2 * kt_test))**2, 0, 8)[0]
assert abs(effective_h(gap_t, 1e-3, kt_test) * 1e3
           * (1 + F * yosida) - 1) < 1e-5

# --- Gap equation and stationarity -----------------------------------------
n = np.arange(40000)
w = (2 * n + 1) * np.pi * kt_test
terms = 1 / (n + 0.5) - 2 * np.pi * kt_test * np.real(
    1 / np.sqrt((w - 1j * heff_t)**2 + gap_t**2))
assert abs(np.sum(terms) - np.log(TC0 / 1.5)) < 1e-6
d = 1e-4
slope_gap = (grand_potential(gap_t + d, heff_t, H, kt_test)
             - grand_potential(gap_t - d, heff_t, H, kt_test)) / (2 * d)
slope_h = (grand_potential(gap_t, heff_t + d, H, kt_test)
           - grand_potential(gap_t, heff_t - d, H, kt_test)) / (2 * d)
assert abs(slope_gap) < 1e-6 and abs(slope_h) < 1e-6

# --- Continuous transition in the example field ----------------------------
TC_B = brentq(lambda t: np.log(TC0 / t) + digamma(0.5) - np.real(
    digamma(0.5 + 1j * H_NORMAL / (2 * np.pi * KB * t))), 0.5, TC0)
gap_scan = np.linspace(1e-3, 1.001, 40) * GAP0
temps = [0.3, 0.8, 1.2, 1.6, 2.0, 0.999 * TC_B]
for t in temps:
    res = np.array([gap_residual(g, H, KB * t) for g in gap_scan])
    assert np.count_nonzero(np.diff(np.sign(res))) == 1
assert all(gap_residual(g, H, KB * 1.001 * TC_B) < 0 for g in gap_scan)
states = [solve_state(H, KB * t) for t in temps]
assert abs(states[0][1] / H - 1) < 1e-3
assert abs(states[-1][1] / H_NORMAL - 1) < 2e-3
assert all(a[1] > b[1] for a, b in zip(states, states[1:]))

# --- First-order critical field at low temperature -------------------------
kt_low = KB * 0.03


def energy_difference(h):
    hs, hn = effective_h(GAP0, h, kt_low), effective_h(0.0, h, kt_low)
    return (grand_potential(GAP0, hs, h, kt_low)
            - grand_potential(0.0, hn, h, kt_low))


H_CRIT = GAP0 * np.sqrt((1 + F) / 2)
h_cross = brentq(energy_difference, 0.6 * GAP0, 0.9 * GAP0)
# The remaining difference is the thermal energy of the normal state.
assert abs(h_cross / H_CRIT - 1) < 5e-4


# --- Neglected effects: Usadel equations, energies in units of the gap -----
def usadel(s_up, s_dn, alpha, b):
    """Return cos and sin of the pairing angle for spin up, cos for down."""
    ru, rd = np.sqrt(s_up**2 + 1), np.sqrt(s_dn**2 + 1)
    cu, su, cd, sd = s_up / ru, 1 / ru, s_dn / rd, 1 / rd
    for _ in range(6000):
        au = s_up + 0.5 * alpha * cu + 0.5 * b * cd
        bu = 1 - 0.5 * alpha * su + 0.5 * b * sd
        ad = s_dn + 0.5 * alpha * cd + 0.5 * b * cu
        bd = 1 - 0.5 * alpha * sd + 0.5 * b * su
        ru, rd = np.sqrt(au**2 + bu**2), np.sqrt(ad**2 + bd**2)
        step = max(np.max(abs(au / ru - cu)), np.max(abs(ad / rd - cd)))
        cu, su = 0.5 * (cu + au / ru), 0.5 * (su + bu / ru)
        cd, sd = 0.5 * (cd + ad / rd), 0.5 * (sd + bd / rd)
        if step < 1e-12:
            break
    assert step < 1e-5
    return cu, su, cd


node, weight = np.polynomial.legendre.leggauss(160)
node, weight = 0.5 * (node + 1), 0.5 * weight
OMEGA, DOMEGA = node / (1 - node), weight / (1 - node)**2


def cold_polarization(h, alpha, b):
    cu, _, _ = usadel(OMEGA - 1j * h, OMEGA + 1j * h, alpha, b)
    return h + np.sum(DOMEGA * cu.imag)


def gap_log_loss(h, alpha, b):
    _, su, _ = usadel(OMEGA - 1j * h, OMEGA + 1j * h, alpha, b)
    return np.sum(DOMEGA * (1 / np.sqrt(OMEGA**2 + 1) - su.real))


def peak_separation(h, alpha, b):
    energy = np.linspace(0.2, 1.8, 801)
    cu, _, cd = usadel(0.003 - 1j * (energy + h), 0.003 - 1j * (energy - h),
                       alpha, b)
    return energy[np.argmax(cd.real)] - energy[np.argmax(cu.real)]


def depairing(field):
    joule = DIFF * const.e**2 * field**2 * THICK**2 / (6 * const.hbar)
    return joule / const.e * 1e3


ALPHA = depairing(B) / GAP0
h_red = H / GAP0
assert abs(cold_polarization(h_red, ALPHA, 0.0)) < 1e-6
assert abs(gap_log_loss(0.0, 0.002, 0.0) / (np.pi * 0.002 / 4) - 1) < 0.02
linear_ratio = 1 - quad(lambda v: 1 / ((v * v + 1)
                        * (np.sqrt(v * v + 1) + SO)), 0, np.inf)[0]
assert abs(cold_polarization(0.01, 0.0, SO) / 0.01 / linear_ratio - 1) < 1e-2
sep_orbital = peak_separation(h_red, ALPHA, 0.0)
assert abs(sep_orbital - 2 * h_red) < 0.005      # two steps of energy grid

h_so = h_red
for _ in range(12):
    h_so = h_red - F * cold_polarization(h_so, ALPHA, SO)
pol_so = cold_polarization(h_so, ALPHA, SO)
assert pol_so > 0
sep_so = peak_separation(h_so, ALPHA, SO)
gap_loss = gap_log_loss(h_so, ALPHA, SO)
B_CRIT = H_CRIT / MUB
B_CRIT_ORB = np.sqrt(0.5 * GAP0**2 / (
    MUB**2 / (1 + F) + 0.5 * np.pi * GAP0 * depairing(1.0)))

# --- Output ----------------------------------------------------------------
print(f"Input: zero-field transition temperature = {TC0:.2f} K")
print(f"Input: Landau parameter F = {F:.2f}")
print(f"Input: parallel field = {B:.2f} T")
print(f"Input: thickness = {THICK*1e9:.1f} nm")
print(f"Input: diffusion constant = {DIFF*1e4:.1f} cm2/s")
print(f"Input: triplet relaxation energy / gap = {SO:.2f}")
print(f"Input: Debye temperature = {DEBYE:.0f} K")
print(f"Bohr magneton = {MUB:.6f} meV/T")
print(f"Zero-temperature gap = {GAP0:.4f} meV")
print(f"Bare half-splitting h = {H:.4f} meV")
print(f"Bare full splitting 2h = {2*H:.4f} meV")
print(f"Normal-state half-splitting = {H_NORMAL:.4f} meV")
print(f"Normal-state full splitting = {2*H_NORMAL:.4f} meV")
print(f"Normal-state effective field = {H_NORMAL/MUB:.3f} T")
print(f"Transition temperature at {B:.0f} T = {TC_B:.3f} K")
print("T (K) | gap (meV) | P (meV) | P/h_eff | 2h_eff (meV) | B_eff (T)")
for t, (g, he) in zip(temps, states):
    p = polarization(g, he, KB * t)
    print(f"{t:.3f} | {g:.4f} | {p:.5f} | {p/he:.4f} | "
          f"{2*he:.4f} | {he/MUB:.3f}")
print(f"Yosida function at 1.5 K, gap {gap_t:.4f} meV = {yosida:.4f}")
print(f"Hubbard chain, splitting/(2h), spin conserved = {ratio_singlet:.6f}")
print(f"Hubbard chain, splitting/(2h), spin-orbit = {ratio_so:.4f}")
print(f"Critical field at T=0 with F = {B_CRIT:.3f} T")
print(f"Critical field at T=0 for F=0 = {GAP0/np.sqrt(2)/MUB:.3f} T")
print(f"Critical field from energy crossing, 0.03 K = {h_cross/MUB:.3f} T")
print(f"B_eff just above critical field, normal = {B_CRIT/(1+F):.3f} T")
print(f"Critical field with first-order depairing = {B_CRIT_ORB:.3f} T")
print(f"Orbital depairing energy at {B:.0f} T = {depairing(B):.4f} meV")
print(f"Orbital depairing / gap at {B:.0f} T = {ALPHA:.4f}")
print(f"Orbital depairing / gap at critical field = "
      f"{depairing(B_CRIT)/GAP0:.4f}")
print(f"Gap loss, depairing and spin-orbit, first order = "
      f"{100*gap_loss:.2f} %")
print(f"T=0 P/h_eff with spin-orbit and depairing = {pol_so/h_so:.4f}")
print(f"T=0 B_eff with spin-orbit and depairing = {h_so*GAP0/MUB:.3f} T")
print(f"Peak separation/(2h), depairing only = {sep_orbital/(2*h_red):.3f}")
print(f"Peak separation/(2h_eff), with spin-orbit = {sep_so/(2*h_so):.3f}")
for t in (0.3, 1.6):
    width = 4 * np.log(1 + np.sqrt(2)) * KB * t
    print(f"Thermal width of normal-metal probe at {t:.1f} K = "
          f"{width:.4f} meV")
print(f"Gap / Debye energy = {GAP0/(KB*DEBYE):.4f}")
print("OK")
```

It prints:

```
Input: zero-field transition temperature = 2.50 K
Input: Landau parameter F = 0.20
Input: parallel field = 3.00 T
Input: thickness = 3.0 nm
Input: diffusion constant = 5.0 cm2/s
Input: triplet relaxation energy / gap = 0.10
Input: Debye temperature = 430 K
Bohr magneton = 0.057884 meV/T
Zero-temperature gap = 0.3800 meV
Bare half-splitting h = 0.1737 meV
Bare full splitting 2h = 0.3473 meV
Normal-state half-splitting = 0.1447 meV
Normal-state full splitting = 0.2894 meV
Normal-state effective field = 2.500 T
Transition temperature at 3 T = 2.229 K
T (K) | gap (meV) | P (meV) | P/h_eff | 2h_eff (meV) | B_eff (T)
0.300 | 0.3800 | 0.00004 | 0.0003 | 0.3473 | 3.000
0.800 | 0.3691 | 0.01157 | 0.0675 | 0.3427 | 2.960
1.200 | 0.3383 | 0.04134 | 0.2500 | 0.3308 | 2.857
1.600 | 0.2833 | 0.08078 | 0.5129 | 0.3150 | 2.721
2.000 | 0.1825 | 0.12188 | 0.8165 | 0.2985 | 2.579
2.227 | 0.0187 | 0.14449 | 0.9982 | 0.2895 | 2.501
Yosida function at 1.5 K, gap 0.2999 meV = 0.3794
Hubbard chain, splitting/(2h), spin conserved = 1.000000
Hubbard chain, splitting/(2h), spin-orbit = 0.5407
Critical field at T=0 with F = 5.085 T
Critical field at T=0 for F=0 = 4.642 T
Critical field from energy crossing, 0.03 K = 5.084 T
B_eff just above critical field, normal = 4.238 T
Critical field with first-order depairing = 4.560 T
Orbital depairing energy at 3 T = 0.0103 meV
Orbital depairing / gap at 3 T = 0.0270
Orbital depairing / gap at critical field = 0.0775
Gap loss, depairing and spin-orbit, first order = 2.98 %
T=0 P/h_eff with spin-orbit and depairing = 0.0848
T=0 B_eff with spin-orbit and depairing = 2.950 T
Peak separation/(2h), depairing only = 1.000
Peak separation/(2h_eff), with spin-orbit = 0.968
Thermal width of normal-metal probe at 0.3 K = 0.0911 meV
Thermal width of normal-metal probe at 1.6 K = 0.4861 meV
Gap / Debye energy = 0.0103
OK
```
